# BenDaniel-Duke matching and the levels of a well with unequal masses: a program that tests the result

```python
"""
Result under test: at an abrupt mass step, continuity of psi and psi'/m follows
from the energy form  integral[(hbar^2/2m)|psi'|^2 + V|psi|^2]dx  with psi
continuous, and a well (mass mw, V=0, |x|<L/2) between barriers (mass mb, V0) has
  theta = (n-1)pi/2 + arctan( sqrt(mw/mb) sqrt(theta0^2-theta^2)/theta ),
theta = k L/2, theta0 = L sqrt(2 mw V0)/(2 hbar), E = V0 (theta/theta0)^2.
Units: meV, nm, masses in electron masses. C = hbar^2/(2 m_e).
F = psi'/m is the flux variable. The independent road is a finite-element
diagonalization of the energy form, with no derivative condition imposed.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, expm
from scipy.optimize import brentq

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18
L, V0, MW, MB = 10.0, 300.0, 0.07, 0.14
BOX = 60.0  # hard walls of the numerical box at +-BOX


def theta_max(width):
    return 0.5 * width * np.sqrt(MW * V0 / C)


def level(n, s, width=L):
    """Root on branch n; s multiplies sqrt(theta0^2-theta^2)."""
    t0 = theta_max(width)
    start = (n - 1) * np.pi / 2

    def f(t):
        return t - start - np.arctan2(s * np.sqrt(max(t0**2 - t**2, 0.0)), t)
    t = brentq(f, start + 1e-12, min(start + np.pi / 2, t0), xtol=1e-14)
    return t, V0 * (t / t0)**2


def bdd_form(mb=MB, width=L, ramp=0.0):
    """Coefficients (stiffness, potential, weight) for p(1/2m)p."""
    def coefficients(x):
        if ramp > 0:
            edge = [width / 2 - ramp / 2, width / 2 + ramp / 2]
            m = np.interp(abs(x), edge, [MW, mb])
            v = np.interp(abs(x), edge, [0.0, V0])
        else:
            m = np.where(abs(x) < width / 2, MW, mb)
            v = np.where(abs(x) < width / 2, 0.0, V0)
        return 1 / m, v, np.ones_like(x)
    return coefficients


def other_form(x):
    """Ordering m^(-1/2) p^2 m^(-1/2)/2, written for u = psi/sqrt(m)."""
    m = np.where(abs(x) < L / 2, MW, MB)
    v = np.where(abs(x) < L / 2, 0.0, V0)
    return np.ones_like(x), m * v, m


def elements(form, h, delta=0.0, vectors=False, count=5):
    """Linear finite elements with lumped weights; delta acts at +-L/2."""
    cells = int(round(2 * BOX / h))
    x = -BOX + h * np.arange(cells + 1)
    a, q, w = form(x[:-1] + h / 2)
    weight = h * (w[:-1] + w[1:]) / 2
    diag = C * (a[:-1] + a[1:]) / h + h * (q[:-1] + q[1:]) / 2
    inner = x[1:-1]
    diag = diag + delta * (abs(abs(inner) - L / 2) < h / 4)
    off = -C * a[1:-1] / h / np.sqrt(weight[:-1] * weight[1:])
    out = eigh_tridiagonal(diag / weight, off, eigvals_only=not vectors,
                           select='i', select_range=(0, count - 1))
    if vectors:
        return inner, out[0], out[1] / np.sqrt(weight)[:, None]
    return out


def refined(form, delta=0.0):
    """Removes the leading h^2 error of the finite elements."""
    return (4 * elements(form, 0.02, delta) - elements(form, 0.04, delta)) / 3


class State:
    """Piecewise well state; jump = psi(barrier side)/psi(well side)."""

    def __init__(self, n, energy, jump=1.0, mb=MB):
        self.k = np.sqrt(MW * energy / C)
        self.kappa = np.sqrt(mb * (V0 - energy) / C)
        self.even = n % 2 == 1
        self.edge = jump * self.inside(L / 2)
        self.norm = 1.0
        self.norm = 1 / np.sqrt(overlap(self, self))

    def inside(self, x):
        return np.cos(self.k * x) if self.even else np.sin(self.k * x)

    def inside_slope(self, x):
        k = self.k
        return -k * np.sin(k * x) if self.even else k * np.cos(k * x)

    def outside(self, y):
        return self.edge * np.exp(-self.kappa * y)


def overlap(a, b):
    """Integral over the whole line for two states of equal parity."""
    well = quad(lambda x: a.inside(x) * b.inside(x), 0, L / 2,
                epsabs=1e-12)[0]
    bar = quad(lambda y: a.outside(y) * b.outside(y), 0, np.inf,
               epsabs=1e-12)[0]
    return 2 * a.norm * b.norm * (well + bar)


# Current-conserving connecting matrices are a phase times a real det-1 matrix.
rng = np.random.default_rng(4)
J = np.array([[0.0, 1.0], [-1.0, 0.0]])
for _ in range(20):
    A = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
    M = expm(np.linalg.solve(J, 0.3 * (A + A.conj().T)))
    assert np.allclose(M.conj().T @ J @ M, J, atol=1e-9)
    N = M / np.sqrt(np.linalg.det(M))
    assert np.max(abs(N.imag)) < 1e-9
    assert abs(np.linalg.det(N.real) - 1) < 1e-9

# Levels against the energy form.
S = np.sqrt(MW / MB)
t0 = theta_max(L)
number = int(np.ceil(2 * t0 / np.pi))
roots = [level(n, S) for n in range(1, number + 1)]
E = np.array([r[1] for r in roots])
fe = refined(bdd_form())
assert np.sum(fe < V0) == number
assert np.max(abs(fe[:number] - E)) < 1e-3
print(f"hbar^2/(2 m_e) = {C:.4f} meV nm^2")
print(f"L = {L:.1f} nm, V0 = {V0:.1f} meV, mw = {MW} m_e, mb = {MB} m_e")
print(f"theta0 = {t0:.5f}, 2 theta0/pi = {2*t0/np.pi:.4f}, levels = {number}")
print(f"sqrt(mw/mb) = {S:.5f}")
states = []
for n, (t, e) in enumerate(roots, 1):
    st = State(n, e)
    states.append(st)
    log_slope = -st.inside_slope(L / 2) / st.inside(L / 2)
    assert abs(log_slope / MW - st.kappa / MB) < 1e-8
    p_bar = 2 * st.norm**2 * quad(lambda y: st.outside(y)**2, 0, np.inf)[0]
    print(f"n={n}: theta = {t:.5f}, E = {e:.4f} meV, "
          f"finite elements = {fe[n-1]:.4f} meV")
    print(f"n={n}: k = {st.k:.5f} /nm, kappa = {st.kappa:.5f} /nm, "
          f"kappa/mb = {st.kappa/MB:.4f} /(nm m_e)")
    print(f"n={n}: probability in barriers = {p_bar:.5f}")
print(f"ground level = {E[0]*1e-3*const.e:.4e} J")

# The derivative jump emerges from the energy form without being imposed.
h = 0.02
grid, _, vec = elements(bdd_form(), h, vectors=True)
i = int(np.argmin(abs(grid - L / 2)))
u = vec[:, 0]
right = (-3 * u[i] + 4 * u[i + 1] - u[i + 2]) / (2 * h)
left = (3 * u[i] - 4 * u[i - 1] + u[i - 2]) / (2 * h)
assert abs(right / left - MB / MW) < 2e-3
print(f"finite elements, n=1: psi'(barrier)/psi'(well) = {right/left:.4f}, "
      f"mb/mw = {MB/MW:.4f}")

# Graded mass and potential approach the abrupt interface.
abrupt = elements(bdd_form(), h)[:number]
shifts = []
for ramp in (1.6, 0.8, 0.4):
    d = elements(bdd_form(ramp=ramp), h)[:number] - abrupt
    shifts.append(np.max(abs(d)))
    print(f"graded layer {ramp:.1f} nm: largest level shift = "
          f"{shifts[-1]:.4f} meV")
assert shifts[1] < 0.6 * shifts[0] and shifts[2] < 0.6 * shifts[1]

# A real jump F_R - F_L = c psi is an interface delta of strength C c.
strength = 50.0


def delta_condition(t):
    k = 2 * t / L
    e = C * k**2 / MW
    kap = np.sqrt(MB * (V0 - e) / C)
    return k / MW * np.tan(t) - kap / MB - strength / C


t_delta = brentq(delta_condition, 1e-9, np.pi / 2 - 1e-9, xtol=1e-14)
e_delta = C * (2 * t_delta / L)**2 / MW
fe_delta = refined(bdd_form(), strength)[0]
assert abs(e_delta - fe_delta) < 1e-3
print(f"interface delta {strength:.1f} meV nm: E1 = {e_delta:.4f} meV, "
      f"finite elements = {fe_delta:.4f} meV")

# Flux balance at a single step, well material to barrier material.
E_in = 400.0
k1, k2 = np.sqrt(MW * E_in / C), np.sqrt(MB * (E_in - V0) / C)


def flux_sum(g1, g2):
    """psi continuous and g psi' continuous; outgoing/incoming flux."""
    r, t = np.linalg.solve([[1, -1], [g1 * k1, g2 * k2]], [-1, g1 * k1])
    return r**2 + (k2 / MB) / (k1 / MW) * t**2, r**2


good, R_good = flux_sum(1 / MW, 1 / MB)
bad, R_bad = flux_sum(1.0, 1.0)
bad_formula = ((k1 - k2)**2 + 4 * k1 * k2 * MW / MB) / (k1 + k2)**2
assert abs(good - 1) < 1e-12 and abs(bad - bad_formula) < 1e-12
assert abs(bad - 1) > 0.05
print(f"step, E = {E_in:.1f} meV: k1 = {k1:.5f} /nm, k2 = {k2:.5f} /nm")
print(f"psi'/m continuous: R = {R_good:.5f}, flux out/in = {good:.5f}")
print(f"psi' continuous: R = {R_bad:.5f}, flux out/in = {bad:.5f}")

# Same energies, but only one of two matchings gives orthogonal states.
S2 = np.sqrt(MB / MW)
E2 = np.array([level(n, S2)[1] for n in range(1, number + 1)])
fe2 = refined(other_form)[:number]
assert np.max(abs(E2 - fe2)) < 1e-3
a, b = State(1, E2[0]), State(3, E2[2])
o_bad = overlap(a, b)
W = a.norm * b.norm * (b.inside(L / 2) * a.inside_slope(L / 2)
                       - b.inside_slope(L / 2) * a.inside(L / 2))
o_formula = 2 * C * W * (1 / MB - 1 / MW) / (E2[0] - E2[2])
o_good = overlap(states[0], states[2])
o_other = overlap(State(1, E2[0], S2), State(3, E2[2], S2))
assert abs(o_bad - o_formula) < 1e-8 and abs(o_bad) > 1e-3
assert abs(o_good) < 1e-8 and abs(o_other) < 1e-8
print("psi' continuous, levels (meV): " + ", ".join(f"{e:.4f}" for e in E2))
print("other ordering, finite elements (meV): "
      + ", ".join(f"{e:.4f}" for e in fe2))
print(f"|overlap(1,3)|, psi'/m continuous = {abs(o_good):.1e}")
print(f"|overlap(1,3)|, psi' continuous = {abs(o_bad):.5f}, "
      f"boundary formula = {abs(o_formula):.5f}")
print(f"|overlap(1,3)|, other ordering = {abs(o_other):.1e}, "
      f"psi jump factor = {S2:.5f}")

# Barrier mass moves the levels but does not change their number.
previous = None
for mb in (0.035, 0.07, 0.14, 0.56):
    num = refined(bdd_form(mb))
    ana = np.array([level(n, np.sqrt(MW / mb))[1]
                    for n in range(1, number + 1)])
    assert np.sum(num < V0) == number
    assert np.max(abs(num[:number] - ana)) < 2e-3
    assert previous is None or np.all(num[:number] < previous)
    previous = num[:number]
    print(f"mb = {mb:.3f} m_e: levels (meV) = "
          + ", ".join(f"{e:.4f}" for e in ana))
for width in (4.0, 6.0):
    expected = int(np.ceil(2 * theta_max(width) / np.pi))
    for mb in (0.035, 0.14, 0.56):
        found = np.sum(elements(bdd_form(mb, width), 0.02) < V0)
        assert found == expected
    print(f"L = {width:.1f} nm: 2 theta0/pi = "
          f"{2*theta_max(width)/np.pi:.4f}, levels found = {found}")

# Slope of the level with barrier mass from the barrier kinetic energy.
g = states[0]
T_bar = 2 * C / MB * g.norm**2 * quad(
    lambda y: (g.kappa * g.outside(y))**2, 0, np.inf, epsabs=1e-12)[0]
dm = 1e-4 * MB
slope = (level(1, np.sqrt(MW / (MB + dm)))[1]
         - level(1, np.sqrt(MW / (MB - dm)))[1]) / (2 * dm)
assert abs(slope / (-T_bar / MB) - 1) < 1e-5
print(f"n=1: barrier kinetic energy = {T_bar:.4f} meV")
print(f"n=1: dE/dmb = {slope:.3f} meV/m_e, "
      f"-T_barrier/mb = {-T_bar/MB:.3f} meV/m_e")

# Very heavy and very light barriers.
box = C * (np.pi / L)**2 / MW
heavy = [level(n, 1e-3)[1] for n in (1, 2, 3)]
light = [level(n, 1e4)[1] for n in (1, 2, 3)]
estimate = V0 * 1e-3 / t0
assert abs(heavy[0] / estimate - 1) < 0.01
assert abs(heavy[1] - box) < 0.5 and abs(heavy[2] - 4 * box) < 0.5
assert abs(light[0] - box) < 0.1 and abs(light[1] - 4 * box) < 0.1
assert abs(light[2] - V0) < 0.1
print(f"hard-wall unit hbar^2 pi^2/(2 mw L^2) = {box:.4f} meV")
print("mb/mw = 1e6: levels (meV) = " + ", ".join(f"{e:.4f}" for e in heavy))
print(f"mb/mw = 1e6: estimate of E1 = {estimate:.4f} meV")
print("mb/mw = 1e-8: levels (meV) = " + ", ".join(f"{e:.4f}" for e in light))

print("checks complete")
```

Running it gives:

```
hbar^2/(2 m_e) = 38.0998 meV nm^2
L = 10.0 nm, V0 = 300.0 meV, mw = 0.07 m_e, mb = 0.14 m_e
theta0 = 3.71209, 2 theta0/pi = 2.3632, levels = 3
sqrt(mw/mb) = 0.70711
n=1: theta = 1.14195, E = 28.3908 meV, finite elements = 28.3908 meV
n=1: k = 0.22839 /nm, kappa = 0.99902 /nm, kappa/mb = 7.1359 /(nm m_e)
n=1: probability in barriers = 0.02535
n=2: theta = 2.30094, E = 115.2648 meV, finite elements = 115.2648 meV
n=2: k = 0.46019 /nm, kappa = 0.82391 /nm, kappa/mb = 5.8850 /(nm m_e)
n=2: probability in barriers = 0.09977
n=3: theta = 3.42757, E = 255.7740 meV, finite elements = 255.7740 meV
n=3: k = 0.68551 /nm, kappa = 0.40313 /nm, kappa/mb = 2.8795 /(nm m_e)
n=3: probability in barriers = 0.29737
ground level = 4.5487e-21 J
finite elements, n=1: psi'(barrier)/psi'(well) = 1.9996, mb/mw = 2.0000
graded layer 1.6 nm: largest level shift = 4.6935 meV
graded layer 0.8 nm: largest level shift = 1.3170 meV
graded layer 0.4 nm: largest level shift = 0.3519 meV
interface delta 50.0 meV nm: E1 = 30.7071 meV, finite elements = 30.7071 meV
step, E = 400.0 meV: k1 = 0.85727 /nm, k2 = 0.60618 /nm
psi'/m continuous: R = 0.22809, flux out/in = 1.00000
psi' continuous: R = 0.02944, flux out/in = 0.51472
psi' continuous, levels (meV): 37.3695, 141.7649, 274.3417
other ordering, finite elements (meV): 37.3695, 141.7649, 274.3417
|overlap(1,3)|, psi'/m continuous = 1.0e-15
|overlap(1,3)|, psi' continuous = 0.05205, boundary formula = 0.05205
|overlap(1,3)|, other ordering = 2.3e-16, psi jump factor = 1.41421
mb = 0.035 m_e: levels (meV) = 37.3695, 141.7649, 274.3417
mb = 0.070 m_e: levels (meV) = 33.0655, 128.3949, 265.1137
mb = 0.140 m_e: levels (meV) = 28.3908, 115.2648, 255.7740
mb = 0.560 m_e: levels (meV) = 19.0650, 92.2602, 239.5830
L = 4.0 nm: 2 theta0/pi = 0.9453, levels found = 1
L = 6.0 nm: 2 theta0/pi = 1.4179, levels found = 2
n=1: barrier kinetic energy = 6.8839 meV
n=1: dE/dmb = -49.171 meV/m_e, -T_barrier/mb = -49.171 meV/m_e
hard-wall unit hbar^2 pi^2/(2 mw L^2) = 53.7186 meV
mb/mw = 1e6: levels (meV) = 0.0807, 53.8649, 214.9604
mb/mw = 1e6: estimate of E1 = 0.0808 meV
mb/mw = 1e-8: levels (meV) = 53.7154, 214.8526, 300.0000
checks complete
```
